# The Scherrer Relation for Identical Planes: Two Derivations of 0.886

A film of 100 identical planes spaced 0.249 nm apart is 24.9 nm thick. Its diffraction peak, calculated by adding the waves from all the planes, is 0.3303° wide at half its height. If the thickness is estimated as wavelength divided by the product of this width, in radians, and the cosine of the Bragg angle, the answer is 28.11 nm. The estimate is 3.2 nm too large, about thirteen planes that do not exist. The missing factor is 0.886. It can be found by adding amplitudes plane by plane, or by counting pairs of planes.

## The slab and the scan

Let $N$ parallel planes have spacing $d$, and define the thickness as $t=Nd$, so that each plane owns one spacing. A plane wave of wavelength $\lambda$ arrives at angle $\theta$ to the planes and is observed leaving at the same angle. In the scan both angles change together, and the intensity is plotted against $2\theta$. Each plane scatters with the same strength. Scattering is weak enough for every plane to see the undiminished incident wave, and for a scattered wave to leave without scattering again.

The width $\beta$ is the full width at half maximum on the $2\theta$ scale, in radians. The result to be derived, known as the Scherrer relation, is

$$
\beta=\frac{K\lambda}{t\cos\theta_B},\qquad K=0.886,
$$

where $\theta_B$ is the Bragg angle. It is the leading result for many planes and a narrow peak.

## First derivation: adding amplitudes

The wave reflected by one plane travels $2d\sin\theta$ farther than the wave from the plane above it. The phase step is therefore

$$
\frac{2\pi}{\lambda}\,2d\sin\theta=qd,\qquad q=\frac{4\pi\sin\theta}{\lambda}.
$$

With the amplitude of one plane as unit, the total amplitude is a geometric series:

$$
A=\sum_{n=0}^{N-1}e^{inqd}=\frac{1-e^{iNqd}}{1-e^{iqd}}.
$$

Since $|1-e^{i\alpha}|^2=2-2\cos\alpha=4\sin^2(\alpha/2)$, the intensity is

$$
I(q)=|A|^2=\frac{\sin^2(Nqd/2)}{\sin^2(qd/2)}.
$$

All waves are in phase when $qd=2\pi m$, with $m$ a positive integer. This is Bragg's law, $2d\sin\theta_B=m\lambda$, and the intensity there is $N^2$.

To describe the peak, write $q=2\pi m/d+\delta$ and $u=N\delta d/2=\delta t/2$. Then $qd/2=\pi m+u/N$. Adding a multiple of $\pi$ changes at most the sign of a sine, and the sines are squared, so

$$
\frac{I}{N^2}=\frac{\sin^2u}{N^2\sin^2(u/N)}\longrightarrow f(u)^2,\qquad f(u)=\frac{\sin u}{u},
$$

for large $N$ at fixed $u$. The order $m$ has dropped out: in $q$, every order has the same width.

At half maximum $f(u)=1/\sqrt2$. To see that this happens once on each side, differentiate:

$$
f'(u)=\frac{u\cos u-\sin u}{u^2}.
$$

The numerator is zero at $u=0$ and has derivative $-u\sin u$, which is negative for $0<u<\pi$. Hence $f$ falls steadily from 1 to 0 on this interval. Beyond it, $f^2\le1/\pi^2\approx0.10$, so no side maximum reaches one half. (For $N=100$ the highest has 0.0472 of the main height.) The single positive root is

$$
u_0=1.39156.
$$

The peak extends from $u=-u_0$ to $u=u_0$. Because $\delta=2u/t$, its full width in $q$ is

$$
\Delta q=\frac{4u_0}{t}=\frac{2\pi K}{t},\qquad K=\frac{2u_0}{\pi}=0.88589.
$$

It remains to change from $q$ to $2\theta$. For a narrow peak,

$$
\Delta q=\frac{4\pi}{\lambda}\cos\theta_B\,\Delta\theta
=\frac{2\pi}{\lambda}\cos\theta_B\,\Delta(2\theta).
$$

Equating the two expressions for $\Delta q$ and cancelling $2\pi$ gives $\beta=K\lambda/(t\cos\theta_B)$. On a $\theta$ scale the width would be half as large.

The cosine comes from the geometry of the scan. The slab fixes the width in $q$, and near $\theta=90^\circ$ a large change of angle is needed to change $\sin\theta$ by a given amount.

### How many planes are enough?

Two approximations were made, and each can be corrected. For finite $N$, use $N\sin(u/N)\approx u[1-u^2/(6N^2)]$. The half-maximum condition becomes

$$
f(u)\left(1+\frac{u^2}{6N^2}\right)=\frac1{\sqrt2}.
$$

Put $u=u_0+\epsilon$ and keep first-order terms. From the derivative above, $f'(u_0)/f(u_0)=\cot u_0-1/u_0=-\kappa/u_0$, with $\kappa=1-u_0\cot u_0=0.748$. Therefore

$$
-\frac{\kappa\epsilon}{u_0}+\frac{u_0^2}{6N^2}=0,
\qquad
\frac{\epsilon}{u_0}=\frac{u_0^2}{6\kappa N^2}=\frac{0.4315}{N^2}.
$$

For ten planes this predicts $K=0.88589\times1.004315=0.8897$, and the width of the full sum gives 0.88974. Even five planes give 0.9016, within 2% of the limit. This rapid convergence depends on the definition $t=Nd$. If thickness meant the distance $(N-1)d$ between the outermost planes, ten planes would give 0.8008, almost 10% below the limit.

The second approximation was the straight-line relation between $q$ and angle. The half-maximum points lie at $\sin\theta=s\pm h$, where $s=\sin\theta_B$ and $h=(\lambda/4\pi)(\Delta q/2)=K\lambda/(4t)$. The width is thus

$$
\beta=2[\arcsin(s+h)-\arcsin(s-h)].
$$

The first derivative of $\arcsin s$ is $(1-s^2)^{-1/2}$ and the third is $(1+2s^2)(1-s^2)^{-5/2}$. Even derivatives cancel in the difference. With $c=\cos\theta_B$,

$$
\beta\approx\frac{4h}{c}+\frac{2h^3}{3}\frac{1+2s^2}{c^5}
=\frac{K\lambda}{tc}\left[1+\frac{h^2(1+2s^2)}{6c^4}\right].
$$

The correction grows rapidly as $c$ becomes small, so the simple relation fails close to backscattering. The expansion itself fails there too, once the correction is no longer small. For 30 planes and $\theta_B=70^\circ$, the two corrections together predict a width 0.696% above the Scherrer value; the plane sum gives 0.713%. The small remainder comes almost entirely from higher terms of the arcsine expansion.

## Second derivation: counting pairs

The intensity can also be found without first evaluating the total amplitude. Multiply the sum by its complex conjugate:

$$
I(q)=\sum_{n=0}^{N-1}\sum_{n'=0}^{N-1}e^{iqd(n-n')}.
$$

Each term belongs to a pair of planes, and depends on their separation alone. There are $N-|p|$ ordered pairs with $n-n'=p$, so

$$
I(q)=\sum_{p=-(N-1)}^{N-1}(N-|p|)\,e^{ipqd}.
$$

The number of pairs decreases linearly with separation and vanishes at the slab thickness. That triangle carries the information about size.

Again set $q=2\pi m/d+\delta$. The factor $e^{2\pi ipm}$ equals 1, leaving $e^{ip\delta d}$. Across the peak this phase changes little from one $p$ to the next if $N$ is large. We may therefore replace the sum by an integral over the separation $L=pd$, with $dp=dL/d$ and $N-|p|=(t-|L|)/d$:

$$
I\approx\frac1{d^2}\int_{-t}^{t}(t-|L|)\cos(\delta L)\,dL.
$$

The sine part has cancelled between $L$ and $-L$. At $\delta=0$ the integral is the triangle's area, $t^2$, which restores the height $t^2/d^2=N^2$. With $x=L/t$ and $\phi=\delta t$, the normalized profile is

$$
G(\phi)=2\int_0^1(1-x)\cos(\phi x)\,dx.
$$

Integrating by parts, the boundary term vanishes at both ends:

$$
G(\phi)=2\left[(1-x)\frac{\sin\phi x}{\phi}\right]_0^1
+\frac2\phi\int_0^1\sin(\phi x)\,dx
=\frac{2(1-\cos\phi)}{\phi^2}.
$$

The half-maximum condition $G=1/2$ is now

$$
4(1-\cos\phi)=\phi^2.
$$

The left side never exceeds 8, so a positive root must satisfy $\phi\le\sqrt8<\pi$. In that range

$$
G'(\phi)=-2\int_0^1x(1-x)\sin(\phi x)\,dx<0,
$$

because the integrand is positive between its end points. As $G$ starts at 1 and has fallen to $4/\pi^2\approx0.41$ at $\phi=\pi$, there is one positive root, $\phi_0=2.78312$. The full width is $\Delta q=2\phi_0/t$, and hence

$$
K=\frac{t\,\Delta q}{2\pi}=\frac{\phi_0}{\pi}=0.88589.
$$

The conversion to $2\theta$ is the same as before and gives the same Scherrer relation. The agreement is an identity: $1-\cos\phi=2\sin^2(\phi/2)$ turns $G$ into $f(u)^2$ with $\phi=2u$.

### Why another width gives the constant 1

The integral breadth is the area of a peak divided by its height. Integrate the pair sum over one full period $2\pi/d$ in $q$. Every term with $p\ne0$ completes a whole number of oscillations and integrates to zero. The $p=0$ term gives $N(2\pi/d)$, so

$$
\text{integral breadth}=\frac{N(2\pi/d)}{N^2}=\frac{2\pi}{t}.
$$

Comparison with $2\pi K/t$ gives $K=1$ in $q$. The opening estimate joined this constant to a width taken at half maximum. Its result is too large by the factor $1/0.886$: $24.90/0.88589=28.11$ nm.

## What the two routes assume

Both derivations need weak scattering, equal planes, equal spacings, and waves that remain coherent through the full thickness. Both use the straight-line conversion from $q$ to angle. They differ in what they keep, and this decides which departures each can handle easily.

The first route keeps the phase of the total amplitude. It is the natural one when another coherent wave is present, such as that from a substrate. The second keeps only the distribution of separations. It suits a film made of many regions whose intensities add without interference, because their distributions then add as well.

Suppose a film consists of such columns, with Gaussian thicknesses of mean $t$ and standard deviation $\sigma$, where $r=\sigma/t$ is small. For equal column areas, the intensity is the average of $2(1-\cos\delta T)/(\delta^2d^2)$ over thickness $T$. The Gaussian average of $\cos\delta T$ is $\cos(\delta t)\,e^{-\delta^2\sigma^2/2}$. Writing $\delta t=2u$ and expanding to order $r^2$,

$$
\frac{I}{N^2}=\frac{1-\cos(2u)\,e^{-2u^2r^2}}{2u^2}
\approx f(u)^2+r^2\cos2u.
$$

The peak height is $1+r^2$, so half maximum requires

$$
f(u)^2=\tfrac12+r^2\left(\tfrac12-\cos2u_0\right)
=\tfrac12+r^2\left(u_0^2-\tfrac12\right).
$$

The last step used $\sin^2u_0=u_0^2/2$, so that $\cos2u_0=1-u_0^2$. The slope of $f^2$ at $u_0$ is $2f^2(f'/f)=-\kappa/u_0$. The relative change of width is therefore

$$
\frac{\Delta\beta}{\beta}=-\frac{u_0^2-1/2}{\kappa}\,r^2\approx-1.92\,r^2.
$$

A spread of thickness makes this peak narrower. A thick column contributes a peak height proportional to $T^2$, so the average favours the thick columns and their narrow peaks.

A spread of lattice spacing between columns acts differently: it shifts their peaks. Let the shifts be symmetric, with a small variance $v$ on the $u$ scale. Averaging changes a profile $g=f^2$ to $g+vg''/2$. Near the centre $g\approx1-u^2/3$, so the new height is $1-v/3$. At $u_0$, the identity $f''=-f-2f'/u$ gives

$$
g''=2f'^2+2ff''=\frac{\kappa^2+2\kappa}{u_0^2}-1=0.061.
$$

If the half-maximum point moves by $\epsilon$, then $-\kappa\epsilon/u_0+vg''/2=-v/6$, and

$$
\frac{\Delta\beta}{\beta}=\frac{1/6+g''/2}{\kappa}\,v\approx0.264\,v.
$$

## The 24.9 nm film

The numbers in the opening describe a thin aluminium nitride buffer on sapphire, of the kind used beneath gallium nitride devices. The film is taken to be bare: once thick gallium nitride has been grown on it, the wave from that layer overlaps this peak and can change its width. The numbers are rough typical values. The reflection is 0002, for which successive Al–N bilayers act as identical planes. For $\lambda=0.15406$ nm,

$$
\sin\theta_B=\frac{0.15406}{2\times0.249}=0.3094,\qquad
\theta_B=18.02^\circ,
$$

$$
\beta=\frac{0.88589\times0.15406}{24.9\times0.95095}
=0.005764\ \text{rad}=0.330^\circ.
$$

Applying the relation to the width of the plane sum returns 24.90 nm.

With the inputs assumed here, unequal spacing between columns changes the width more than the other sample effects considered. Take a Gaussian strain spread of 0.10% (root mean square) between columns. Bragg's law at fixed wavelength gives a shift of $-2\tan\theta_B$ times the strain in $2\theta$, hence a spread of $6.5\times10^{-4}$ rad. Since $u=2u_0(2\theta-2\theta_B)/\beta$, this is 0.314 on the $u$ scale. The estimate is $0.264\times0.314^2=2.6\%$ broadening; the full average gives 2.62%. A thickness spread of 1.5 nm has $r=0.060$ and narrows the peak by 0.7%, as the full average also finds. A Gaussian instrument profile 0.03° wide at half maximum adds 0.30%; a profile of the same width with long tails, such as a Lorentzian, would add considerably more. Together the three broaden the peak by 2.32%, and an uncorrected analysis would return 24.3 nm.

These small changes belong to a thin film. With the strain spread held at 0.10%, a film four times thicker would have a size width of 0.083°, while the strain distribution alone would be 0.088° wide at half maximum. The peak width would then no longer measure thickness without a separate measure of strain.

The wave from the substrate can have either sign relative to that of the film. For sapphire planes assumed as strong as the film planes and spaced by 0.2165 nm, the width changes by between about −1.2% and +1.3% as the unknown interface gap is varied over one film spacing. Equal strength overstates the effect for real sapphire. Its aluminium and oxygen layers partly cancel at this $q$, and with tabulated atomic scattering factors a sapphire layer is only about 0.3 as strong as an Al–N bilayer, which limits the change to about ±0.4%. The beam must also contain one wavelength: leaving in the second copper line, at 0.15444 nm and half strength, broadens the peak by 3.76% if both lines are treated as sharp. The real lines have long-tailed natural widths of roughly 2 to 3.5 eV, which raise the total to about 5.5%.

Weak scattering is a much safer assumption here. If all electrons in a bilayer scatter in phase, an upper estimate, each plane reflects an amplitude $g=3.35\times10^{-4}$. The peak reflectivity is about $(Ng)^2=0.11\%$. Including repeated scattering widens the peak by 0.04% if $g$ is held at its Bragg-angle value, or by 0.03% if $g$ varies as $1/\sin\theta$ across the peak, and refraction moves it by 0.004°. The approximation would fail when $Ng$ approached 1, which for this $g$ means thousands of planes. Absorption removes about 0.2% along the longest path, for a rough attenuation length of 0.09 mm. The variation of bilayer scattering and of the polarization and Lorentz factors across the peak changes the width by no more than about 0.01%, with the atoms treated as points. Most of the values behind these comparisons are collected in the numerical output.

## Values computed for the example and the checks

```
half-maximum root u0 = 1.39156 rad
Scherrer constant K = 0.88589
K measured on sum, N = 5: 0.90159
K measured on sum, N = 10: 0.88974
K measured on sum, N = 20: 0.88685
K measured on sum, N = 100: 0.88593
finite-N coefficient (times 1/N^2) = 0.4315
K for N = 10 if t = (N-1)d: 0.8008
highest side maximum / main peak = 0.0472
K for integral breadth = 1.00000
N=30, 70 deg: measured excess = 0.713 %
N=30, 70 deg: predicted excess = 0.696 %
-- AlN example, rough typical inputs --
planes N = 100
spacing d = 0.249 nm
thickness t = 24.9 nm
wavelength = 0.15406 nm
Bragg angle theta_B = 18.021 deg
cos theta_B = 0.95095
Scherrer width in 2theta = 0.005764 rad
Scherrer width in 2theta = 0.3302 deg
width measured on sum = 0.3303 deg
thickness recovered = 24.90 nm
thickness if K = 1 is used = 28.11 nm
-- neglected effects: change of width --
instrument FWHM input = 0.030 deg
instrument: +0.30 %
strain rms input = 0.10 %
strain spread: +2.62 %
thickness rms input = 1.5 nm
thickness spread: -0.69 %
these three together: +2.32 %
apparent thickness, three together = 24.33 nm
K-alpha-2 wavelength input = 0.15444 nm
K-alpha-2 left in beam: +3.76 %
substrate spacing input = 0.2165 nm
substrate, lowest: -1.15 %
substrate, highest: +1.29 %
smooth factors: -0.0106 %
in-plane lattice constant input = 0.311 nm
amplitude reflected per plane g = 3.351e-04
peak reflectivity = 0.1122 %
multiple scattering: +0.0426 %
refraction shift in 2theta = 0.00398 deg
attenuation length input = 0.09 mm
absorbed over longest path = 0.179 %
```
